# Delta-Function Grain Boundary: Reflection and Normal Electron Momentum: a numerical check

```python
"""Reflection of free electrons by a planar boundary V(x) = S delta(x).

Result under test (atomic units, hbar = m = e = 1):
    R = S^2 / (S^2 + kx^2)
S  : boundary strength (energy times length)
kx : electron momentum normal to the boundary
R  : reflected fraction of the incident normal flux
Also tested: complex amplitudes, derivative jump, finite-width correction,
weak-scattering limit, conservation of parallel momentum, and the average
over the Fermi surface, s^2 ln(1 + 1/s^2) with s = |S|/kF.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] / const.angstrom

fermi_eV = 5.0
strength_eVA = 4.0
E_F = fermi_eV / hartree_eV
S = strength_eVA / (hartree_eV * bohr_A)
kF = np.sqrt(2 * E_F)
s = S / kF


def reflection(k, strength):
    return strength**2 / (strength**2 + k**2)


def integrate_barrier(k, strength, width):
    """Integrate through a rectangular barrier from the outgoing side.

    Returns r, t, and the derivative jump divided by the wavefunction.
    """
    height = strength / width
    xr, xl = width / 2, -width / 2
    right = np.array([np.exp(1j * k * xr), 1j * k * np.exp(1j * k * xr)])

    def equation(x, y):
        return np.array([y[1], 2 * (height - k**2 / 2) * y[0]])

    sol = solve_ivp(equation, (xr, xl), right, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incident = 0.5 * (psi + slope / (1j * k)) * np.exp(-1j * k * xl)
    reflected = 0.5 * (psi - slope / (1j * k)) * np.exp(1j * k * xl)
    jump = (right[1] - slope) / right[0]
    return np.array([reflected / incident, 1 / incident, jump])


def zero_width_limit(k, strength):
    """Remove the error linear in barrier width by extrapolation."""
    width = 1e-3
    return (2 * integrate_barrier(k, strength, width / 2)
            - integrate_barrier(k, strength, width))


# Narrow barriers of both signs, from normal to grazing incidence.
angles = np.array([0.0, 30.0, 60.0, 80.0, 89.0])
normal_k = kF * np.cos(np.radians(angles))
numerical_R = []
for k in list(normal_k) + [S]:
    for signed_S in (S, -S):
        r, t, jump = zero_width_limit(k, signed_S)
        assert abs(r + 1j * signed_S / (k + 1j * signed_S)) < 1e-5
        assert abs(t - k / (k + 1j * signed_S)) < 1e-5
        assert abs(jump - 2 * signed_S) < 1e-5
        assert abs(abs(r)**2 + abs(t)**2 - 1) < 1e-5
        assert abs(abs(r)**2 - reflection(k, signed_S)) < 1e-5
        if signed_S > 0:
            numerical_R.append(abs(r)**2)
assert abs(numerical_R[-1] - 0.5) < 1e-5
assert np.all(np.diff(numerical_R[:-1]) > 0)

# Weak-scattering limit from direct integration.
weak_S = 1e-3 * kF
weak_r = integrate_barrier(kF, weak_S, 0.01)[0]
weak_ratio = abs(weak_r)**2 * kF**2 / weak_S**2
assert abs(weak_ratio - 1) < 1e-3

# Leading finite-width correction to (1/T - 1) kx^2/S^2.
test_width = 0.1 / bohr_A
width_rows = []
for angle in (0.0, 60.0, 85.0):
    k = kF * np.cos(np.radians(angle))
    t = integrate_barrier(k, S, test_width)[1]
    measured = (1 / abs(t)**2 - 1) * k**2 / S**2 - 1
    predicted = (2 * S * test_width - (k * test_width)**2) / 3
    # Tolerance covers the next power of the barrier width.
    assert abs(measured - predicted) < 1e-3
    width_rows.append((angle, measured, predicted))

# Two-dimensional scattering: periodic along y, fine lattice along x.
period = 40.0
n_y = 16
spacing = 0.01
y = np.arange(n_y) * period / n_y
parallel_k = 2 * np.pi * np.fft.fftfreq(n_y, d=period / n_y)
modes = np.exp(1j * np.outer(y, parallel_k)) / np.sqrt(n_y)


def planar_scattering(energy, strength_y):
    """Return open channels, reflection and transmission matrices."""
    transverse = parallel_k**2 / 2
    z = 1 - spacing**2 * (energy - transverse)
    is_open = z < 1
    root = np.sqrt(np.abs(1 - z**2))
    step = np.where(is_open, z + 1j * root, z - root)
    diagonal = (1 - step) / spacing**2 + transverse - energy
    matrix = (modes * diagonal) @ modes.conj().T
    matrix = matrix + np.diag(strength_y / spacing)
    source = modes * ((1 / step - step) / (2 * spacing**2))
    t = modes.conj().T @ np.linalg.solve(matrix, source)
    r = t - np.eye(n_y)
    channels = np.where(is_open)[0]
    speed = root[channels] / spacing
    flux = speed[:, None] / speed[None, :]
    pick = np.ix_(channels, channels)
    return channels, abs(r[pick])**2 * flux, abs(t[pick])**2 * flux


uniform = np.full(n_y, S)
channels, R_flat, T_flat = planar_scattering(E_F, uniform)
channel_k = np.sqrt(kF**2 - parallel_k[channels]**2)
assert np.max(abs(np.diag(R_flat) - reflection(channel_k, S))) < 1e-4
flat_mixing = np.max(abs(R_flat - np.diag(np.diag(R_flat))))
assert flat_mixing < 1e-10
assert np.max(abs((R_flat + T_flat).sum(axis=0) - 1)) < 1e-8

# Different total energies but the same normal momentum.
raised_E = E_F + parallel_k[2]**2 / 2
channels_up, R_up, _ = planar_scattering(raised_E, uniform)
R_normal = R_flat[list(channels).index(0), list(channels).index(0)]
R_oblique = R_up[list(channels_up).index(2), list(channels_up).index(2)]
assert abs(R_normal - R_oblique) < 1e-8

# A corrugated boundary must mix parallel momenta.
corrugated = S * (1 + 0.8 * np.cos(2 * np.pi * y / period))
channels_c, R_c, T_c = planar_scattering(E_F, corrugated)
column = list(channels_c).index(1)
specular = R_c[column, column]
mixed = R_c[:, column].sum() - specular
assert np.max(abs((R_c + T_c).sum(axis=0) - 1)) < 1e-8
assert mixed > 0.01

# Average by counting transverse channels in the Fermi disc.
n_grid = 1600
axis = (np.arange(n_grid) + 0.5) / n_grid
radius2 = axis[:, None]**2 + axis[None, :]**2
disc_kx = kF * np.sqrt(1 - radius2[radius2 < 1])
counted_average = np.mean(reflection(disc_kx, S))
average_R = s**2 * np.log(1 + 1 / s**2)
# Tolerance covers the jagged edge of the counted disc.
assert abs(counted_average - average_R) < 5e-4

print("MODEL INPUT")
print(f"Fermi energy = {fermi_eV:.3f} eV")
print(f"boundary strength S = {strength_eVA:.3f} eV angstrom")
print(f"S in atomic units = {S:.5f} hartree bohr")
print(f"hbar^2/m = {hartree_eV * bohr_A**2:.5f} eV angstrom^2")
print(f"m S/hbar^2 = {S / bohr_A:.5f} 1/angstrom")
print(f"Fermi momentum kF = {kF / bohr_A:.5f} 1/angstrom")
print(f"kF in atomic units = {kF:.5f} 1/bohr")
print(f"s = S/kF = {s:.5f} (dimensionless)")
print("REFLECTION AGAINST ANGLE FROM THE NORMAL")
print("angle(deg) kx(1/angstrom) Ex(eV) R_formula R_integrated S^2/kx^2")
for angle, k, R_num in zip(angles, normal_k, numerical_R):
    print(f"{angle:5.1f} {k / bohr_A:9.5f} {k**2 / 2 * hartree_eV:9.5f} "
          f"{reflection(k, S):9.5f} {R_num:9.5f} {(S / k)**2:10.5f}")
print(f"angle where R = 1/2: {np.degrees(np.arccos(s)):.3f} deg")
print(f"normal energy where R = 1/2: {S**2 / 2 * hartree_eV:.5f} eV")
print(f"weak-barrier test, R kx^2/S^2 = {weak_ratio:.6f} (dimensionless)")
print("RECTANGULAR BARRIERS WITH THE SAME S")
print("width(angstrom) height(eV) R_at_0_deg R_at_60_deg")
for width_A in (1.0, 0.5, 0.1):
    values = [abs(integrate_barrier(k, S, width_A / bohr_A)[0])**2
              for k in (normal_k[0], normal_k[2])]
    print(f"{width_A:5.2f} {strength_eVA / width_A:8.3f} "
          f"{values[0]:9.5f} {values[1]:9.5f}")
print("relative change of 1/T - 1 at width 0.1 angstrom:")
print("angle(deg) integrated leading_formula")
for angle, measured, predicted in width_rows:
    print(f"{angle:5.1f} {measured:10.6f} {predicted:10.6f}")
print("PARALLEL MOMENTUM (probabilities, dimensionless)")
print(f"flat boundary, largest channel mixing = {flat_mixing:.1e}")
print(f"same kx, energy {fermi_eV:.3f} eV: R = {R_normal:.6f}")
print(f"same kx, energy {raised_E * hartree_eV:.3f} eV: R = {R_oblique:.6f}")
print(f"corrugated boundary, specular reflection = {specular:.5f}")
print(f"corrugated boundary, reflection to other channels = {mixed:.5f}")
print("FERMI-SURFACE AVERAGE (dimensionless)")
print(f"average R, closed formula = {average_R:.5f}")
print(f"average R, channel count = {counted_average:.5f}")
print(f"average R / R at normal incidence = {average_R / reflection(kF, S):.4f}")
print("all tests passed")
```

Running it gives:

```
MODEL INPUT
Fermi energy = 5.000 eV
boundary strength S = 4.000 eV angstrom
S in atomic units = 0.27778 hartree bohr
hbar^2/m = 7.61996 eV angstrom^2
m S/hbar^2 = 0.52494 1/angstrom
Fermi momentum kF = 1.14558 1/angstrom
kF in atomic units = 0.60621 1/bohr
s = S/kF = 0.45823 (dimensionless)
REFLECTION AGAINST ANGLE FROM THE NORMAL
angle(deg) kx(1/angstrom) Ex(eV) R_formula R_integrated S^2/kx^2
  0.0   1.14558   5.00000   0.17354   0.17354    0.20997
 30.0   0.99210   3.75000   0.21873   0.21873    0.27997
 60.0   0.57279   1.25000   0.45649   0.45649    0.83990
 80.0   0.19893   0.15077   0.87443   0.87443    6.96348
 89.0   0.01999   0.00152   0.99855   0.99855  689.37640
angle where R = 1/2: 62.727 deg
normal energy where R = 1/2: 1.04987 eV
weak-barrier test, R kx^2/S^2 = 0.999991 (dimensionless)
RECTANGULAR BARRIERS WITH THE SAME S
width(angstrom) height(eV) R_at_0_deg R_at_60_deg
 1.00    4.000   0.16124   0.51514
 0.50    8.000   0.18309   0.49276
 0.10   40.000   0.17796   0.46489
relative change of 1/T - 1 at width 0.1 angstrom:
angle(deg) integrated leading_formula
  0.0   0.030999   0.030621
 60.0   0.034365   0.033902
 85.0   0.035455   0.034963
PARALLEL MOMENTUM (probabilities, dimensionless)
flat boundary, largest channel mixing = 4.0e-32
same kx, energy 5.000 eV: R = 0.173538
same kx, energy 6.343 eV: R = 0.173538
corrugated boundary, specular reflection = 0.15357
corrugated boundary, reflection to other channels = 0.04535
FERMI-SURFACE AVERAGE (dimensionless)
average R, closed formula = 0.36774
average R, channel count = 0.36775
average R / R at normal incidence = 2.1191
all tests passed
```
